# Electrode-limited emission from the thermionic to the field regime: verification in Python

```python
# RESULT UNDER TEST
# Emission from an electrode into a dielectric, thermionic to field regime:
#   J = (e m kT / 2 pi^2 hbar^3) * Int ln(1+exp(-W/kT)) / (1+exp(theta(W))) dW
# W: energy of motion along the field in the dielectric, from the Fermi level (eV)
# Barrier V(x) = phi - F x - Q/x, F in V/nm, Q = e^2/(16 pi eps0 eps_opt) in eV nm
# theta = 2 Int sqrt(2m(V-W))/hbar dx, continued analytically above the top.
# The log-integrand is concave; a window cut at a drop L below the peak misses
# at most 1/(exp(L)-1) of the part kept.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, simpson, trapezoid
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, expit

PHI, MASS, EPS_OPT, EPS_STATIC = 1.5, 0.5, 2.0, 2.7
THICKNESS, BAND_DEPTH = 30.0, 8.0            # nm, eV (electrode band bottom)
SPREAD, GAP = 0.1, 8.0                       # eV, eV
MOBILITY, STATES = 0.1, 1e19                 # cm2/Vs, cm^-3
BREAKDOWN = 6.0                              # MV/cm, rough
KB = sc.k / sc.e                             # eV/K
M_FLAT = brentq(lambda q: 2 * ellipe(q) - ellipk(q), 0.5, 0.99)


class Barrier:
    def __init__(self, field, phi=PHI, eps=EPS_OPT, mass=MASS):
        self.F, self.phi = field, phi
        self.kappa = np.sqrt(2 * mass * sc.m_e * sc.e) / sc.hbar * 1e-9
        self.Q = sc.e / (16 * np.pi * sc.epsilon_0 * eps) * 1e9
        self.x0 = np.sqrt(self.Q / field)
        self.D = 2 * np.sqrt(self.Q * field)
        self.A = 8 / 3 * self.kappa * self.x0 * np.sqrt(2 * self.D)
        self.top = phi - self.D
        self.w_flat = phi - self.D * (1 - 2 * M_FLAT)
        # A/cm2 per eV^2
        self.C0 = (sc.e**3 * mass * sc.m_e
                   / (2 * np.pi**2 * sc.hbar**3) * 1e-4)

    def V(self, x):
        return self.phi - self.F * x - self.Q / x

    def parameter(self, W):
        q = (self.D - self.phi + W) / (2 * self.D)
        return np.minimum(q, M_FLAT)

    def action(self, W):
        q = self.parameter(W)
        return self.A * ((1 - 2 * q) * ellipe(q) - (1 - q) * ellipk(q))

    def slope(self, W):                      # -d theta / dW, per eV
        q = self.parameter(W)
        return 3 * self.A * (2 * ellipe(q) - ellipk(q)) / (4 * self.D)


def softplus(z):
    return np.logaddexp(0.0, z)


def log_softplus(z):
    z = np.asarray(z, dtype=float)
    far = z - 0.5 * np.exp(np.minimum(z, 0.0))
    return np.where(z < -30, far, np.log(softplus(np.maximum(z, -30.0))))


def log_integrand(b, kT, W):
    return log_softplus(-W / kT) - softplus(b.action(W))


def log_integrand_slope(b, kT, W):
    z = -W / kT
    supply = -np.exp(-softplus(-z) - log_softplus(z)) / kT
    return float(supply + np.exp(-softplus(-b.action(W))) * b.slope(W))


def find_window(b, kT, drop):
    step = 1.0
    while log_integrand_slope(b, kT, b.w_flat - step) <= 0:
        step *= 2
    peak = brentq(lambda W: log_integrand_slope(b, kT, W),
                  b.w_flat - step, b.w_flat, xtol=1e-13)
    g_peak = float(log_integrand(b, kT, peak))

    def excess(W):
        return float(log_integrand(b, kT, W)) - g_peak + drop
    edges = []
    for sign in (-1, 1):
        step = kT
        while excess(peak + sign * step) > 0:
            step *= 2
        edges.append(brentq(excess, *sorted((peak, peak + sign * step))))
    return peak, g_peak, edges[0], edges[1]


def emission(b, kT, drop=40.0):
    """Return ln(J in A/cm2), peak, window edges and number of intervals."""
    peak, g_peak, lo, hi = find_window(b, kT, drop)
    n, old = 64, 0.0
    while n <= 2**19:
        W = np.linspace(lo, hi, n + 1)
        new = trapezoid(np.exp(log_integrand(b, kT, W) - g_peak), W)
        if abs(new - old) < 1e-10 * new:
            return np.log(b.C0 * kT * new) + g_peak, peak, lo, hi, n
        old, n = new, 2 * n
    raise AssertionError("energy quadrature did not settle")


def wave_backwards(V, W, nodes, kappa, psi, dpsi):
    """Runge-Kutta solution of psi'' = kappa^2 (V-W) psi along nodes."""
    for a, c in zip(nodes[:-1], nodes[1:]):
        h = c - a
        qa, qm, qc = [kappa**2 * (V(x) - W) for x in (a, a + h / 2, c)]
        p1, d1 = dpsi, qa * psi
        p2, d2 = dpsi + h / 2 * d1, qm * (psi + h / 2 * p1)
        p3, d3 = dpsi + h / 2 * d2, qm * (psi + h / 2 * p2)
        p4, d4 = dpsi + h * d3, qc * (psi + h * p3)
        psi = psi + h / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        dpsi = dpsi + h / 6 * (d1 + 2 * d2 + 2 * d3 + d4)
    return psi, dpsi


def local_wave(V_here, dV_here, W, kappa):
    k = kappa * np.sqrt(W - V_here)
    dk = -kappa**2 * dV_here / (2 * k)
    return k, dk / (2 * k)


def schroedinger_transmission(b, W):
    """Image barrier joined to a free-electron electrode, zero k_t."""
    s = b.phi + BAND_DEPTH
    x = 2 * b.Q / (s + np.sqrt(s * s - 4 * b.F * b.Q))
    nodes = [x]
    while x < (b.phi + 4.0) / b.F:
        x += min(0.02 * x, 0.01)
        nodes.append(x)
    nodes = nodes[::-1]
    xe = nodes[0]
    k, damp = local_wave(b.V(xe), -b.F + b.Q / xe**2, W, b.kappa)
    psi0, dpsi0 = np.ones_like(W) + 0j, 1j * k - damp
    flux = np.imag(np.conj(psi0) * dpsi0) / MASS
    psi, dpsi = wave_backwards(b.V, W, nodes, b.kappa, psi0, dpsi0)
    k_metal = np.sqrt(2 * sc.m_e * sc.e * (W + BAND_DEPTH)) / sc.hbar * 1e-9
    incoming = (psi + dpsi / MASS / (1j * k_metal)) / 2
    return flux / (k_metal * abs(incoming)**2)


def two_band_action(b, W, gap):
    """Action by quadrature with (V-W) -> (V-W)(1-(V-W)/gap) below the top."""
    y, wy = np.polynomial.legendre.leggauss(80)
    y, wy = (y + 1) / 2, wy / 2
    u = b.phi - np.asarray(W, dtype=float)[:, None]
    s0 = np.arccosh(np.maximum(u / b.D, 1.0))
    s = s0 * (1 - y**2)
    e = np.maximum(u - b.D * np.cosh(s), 0.0)
    f = np.sqrt(e * np.maximum(1 - e / gap, 0.0)) * np.cosh(s) * 2 * s0 * y
    theta = 4 * b.kappa * b.x0 * (f @ wy)
    return np.where(u[:, 0] > b.D, theta, b.action(np.asarray(W)))


# ---- action: direct quadrature below the top, complex path above it ----
b3 = Barrier(0.3)
for W in (-0.5, 0.0, 0.6):
    u = b3.phi - W
    root = np.sqrt(u * u - b3.D**2)
    x1, x2 = (u - root) / (2 * b3.F), (u + root) / (2 * b3.F)
    direct = 2 * b3.kappa * quad(
        lambda x: np.sqrt(max(b3.V(x) - W, 0.0)), x1, x2, limit=400)[0]
    assert abs(direct / b3.action(W) - 1) < 1e-6
for ratio in (0.5, 0.0, -0.5):
    c = ratio * b3.D / (2 * b3.F)
    x1 = mp.mpc(c, -np.sqrt(b3.x0**2 - c * c))
    x2 = mp.conj(x1)
    path = mp.quad(lambda x: 1j * mp.sqrt((x - x1) * (x - x2)) / mp.sqrt(x),
                   [x1, mp.mpf(b3.x0), x2])
    direct = complex(2 * b3.kappa * np.sqrt(b3.F) * path)
    assert abs(direct - b3.action(b3.phi - ratio * b3.D)) < 1e-6
# the differential equation that proves convexity, and the slope formula
for u in (1.2, 0.3, -0.1):
    h, W = 1e-3, b3.phi - u
    up, mid, dn = b3.action(W + h), b3.action(W), b3.action(W - h)
    rhs = 0.75 * mid / (u * u - b3.D**2)
    assert abs((up - 2 * mid + dn) / h**2 / rhs - 1) < 1e-4
    assert abs((dn - up) / (2 * h) - b3.slope(W)) < 1e-4 * b3.slope(0.0)
Wt = np.linspace(-1, 1, 9)
assert np.allclose(two_band_action(b3, Wt, 1e12), b3.action(Wt), rtol=1e-6)

# ---- Kemble transmission against the wave equation, parabolic barrier ----
curv, X = 0.1, 12.0                          # eV/nm2, nm
Wp = np.linspace(-0.3, 0.2, 6)
V_par = lambda x: -curv * x * x
k, damp = local_wave(V_par(X), -2 * curv * X, Wp, b3.kappa)
start = 1j * k - damp
psi, dpsi = wave_backwards(V_par, Wp, np.linspace(X, -X, 4801), b3.kappa,
                           np.ones_like(Wp) + 0j, start)
k, damp = local_wave(V_par(-X), 2 * curv * X, Wp, b3.kappa)
wave_T = np.imag(start) / (k * abs((psi + (dpsi + damp * psi) / (1j * k)) / 2)**2)
kemble_T = expit(np.pi * b3.kappa * Wp / np.sqrt(curv))
kemble_error = np.max(abs(wave_T / kemble_T - 1))
assert kemble_error < 2e-3

# ---- supply function: direct sum over electrode momenta ----
b4, kT4 = Barrier(0.4), KB * 400
H = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18  # eV nm2


def gauss(a, c, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return (a + c) / 2 + (c - a) / 2 * t, (c - a) / 2 * w


kz, wz = gauss(np.sqrt(5.5 / H), np.sqrt(10.5 / H), 700)
kt, wt = gauss(0.0, np.sqrt(2.5 * MASS / H), 300)
E = -BAND_DEPTH + H * (kz[:, None]**2 + kt[None, :]**2)
W = E - H / MASS * kt[None, :]**2
velocity = sc.hbar * kz * 1e9 / sc.m_e
terms = expit(-E / kT4) * np.exp(-softplus(b4.action(W)))
total = (wz * velocity) @ terms @ (wt * 2 * np.pi * kt)
J_sum = sc.e * 2 / (2 * np.pi)**3 * total * 1e27 * 1e-4
supply_error = abs(J_sum / np.exp(emission(b4, kT4)[0]) - 1)
assert supply_error < 1e-6

# ---- extreme case: ordinary exponentials underflow ----
bx, kTx = Barrier(0.01), KB * 10
mp.mp.dps = 20
theta_ref = mp.mpf(float(bx.action(0.0)))


def exact_integrand(W):
    q = (bx.D - bx.phi + W) / (2 * bx.D)
    th = bx.A * ((1 - 2 * q) * mp.ellipe(q) - (1 - q) * mp.ellipk(q))
    return mp.log1p(mp.exp(-W / kTx)) * mp.exp(theta_ref) / (1 + mp.exp(th))


panels = [mp.mpf(i) / 100 for i in range(-6, 17)]
brute = mp.quad(exact_integrand, panels, method='gauss-legendre', maxdegree=5)
lnJ_brute = float(mp.log(bx.C0 * kTx * brute) - theta_ref)
lnJ_x = emission(bx, kTx)[0]
assert abs(lnJ_x - lnJ_brute) < 1e-7 and np.exp(lnJ_x) == 0.0

# ---- concavity and the window theorem ----
worst_missing, bound = 0.0, 1 / np.expm1(4.0)
for F in (0.03, 0.1, 0.2, 0.5):
    for T in (30, 300, 600):
        b, kT = Barrier(F), KB * T
        lnJ, peak, lo, hi, n = emission(b, kT)
        g = log_integrand(b, kT, np.linspace(lo, hi, 400))
        assert np.max(np.diff(g, 2)) < 1e-10
        _, gp, lo4, hi4 = find_window(b, kT, 4.0)
        Wi = np.linspace(lo4, hi4, 8001)
        inside = simpson(np.exp(log_integrand(b, kT, Wi) - gp), x=Wi)
        full = np.exp(lnJ - gp) / (b.C0 * kT)
        missing = full / inside - 1
        assert 0 < missing <= bound
        worst_missing = max(worst_missing, missing)


# ---- limiting laws ----
def schottky(b, kT):
    return b.C0 * kT**2 * np.exp(-b.top / kT)


def cold_field(b):
    return b.C0 / b.slope(0.0)**2 * np.exp(-b.action(0.0))


bl, kTl = Barrier(0.02), KB * 600
r = 1 / (bl.slope(bl.top) * kTl)
lim_th = np.exp(emission(bl, kTl)[0]) / (
    schottky(bl, kTl) * np.pi * r / np.sin(np.pi * r))
assert abs(lim_th - 1) < 0.015
bl, kTl = Barrier(0.05), KB * 6
p = bl.slope(0.0) * kTl
lim_fe = np.exp(emission(bl, kTl)[0]) / (
    cold_field(bl) * np.pi * p / np.sin(np.pi * p))
assert abs(lim_fe - 1) < 0.012

# ---- unsafe evaluation loses the thermionic current ----
bn, kTn = Barrier(0.05), KB * 300
lnJ, _, lo, hi, _ = emission(bn, kTn)
Wn = np.linspace(lo, hi, 4001)
naive = trapezoid(np.log(1 + np.exp(-Wn / kTn)) / (1 + np.exp(bn.action(Wn))), Wn)
naive_ratio = bn.C0 * kTn * naive / np.exp(lnJ)
assert naive_ratio < 1e-3

# ---- worked example ----
print(f"barrier {PHI} eV, mass {MASS} m_e, film {THICKNESS} nm")
print(f"permittivity: optical {EPS_OPT}, static {EPS_STATIC}")
print(f"image constant Q = {b3.Q:.4f} eV nm; kappa = {b3.kappa:.4f} /(nm sqrt(eV))")
print(f"prefactor C0 = {b3.C0:.4e} A/(cm2 eV2)")
print(f"at 3 MV/cm: x0 = {b3.x0:.4f} nm, D = {b3.D:.4f} eV, A = {b3.A:.4f}")
print(f"  top {b3.top:.4f} eV, theta(0) = {b3.action(0.0):.4f}")
print(f"  slope at Fermi level {b3.slope(0.0):.3f} /eV, at top {b3.slope(b3.top):.3f} /eV")
print(f"  flat point: parameter q = {M_FLAT:.5f}, W = {b3.w_flat:.4f} eV")
print(f"  1 - T above flat point = {expit(b3.action(b3.w_flat)):.2e}")
for T in (300, 400):
    kT = KB * T
    Ft = brentq(lambda F: Barrier(F).slope(Barrier(F).top) * kT - 1, 0.01, 1)
    Ff = brentq(lambda F: Barrier(F).slope(0.0) * kT - 1, 0.01, 1)
    assert Ft < Ff
    print(f"{T} K: kT = {kT:.5f} eV, crossover {10*Ft:.3f} to {10*Ff:.3f} MV/cm")
fields = (0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 5.0)
logs, margin = {}, np.inf
print("RS: Richardson-Schottky, FE: cold field law; energies from Fermi level")
for T in (300, 400):
    print(f"{T} K: MV/cm, J A/cm2, peak eV, window eV, J/RS, J/FE, J/(RS+FE), n")
    last_peak = np.inf
    for f in fields:
        b, kT = Barrier(f / 10), KB * T
        lnJ, peak, lo, hi, n = emission(b, kT)
        J, rs, fe = np.exp(lnJ), schottky(b, kT), cold_field(b)
        print(f" {f:.1f} {J:.3e} {peak:.3f} [{lo:.3f},{hi:.3f}] "
              f"{J/rs:.3e} {J/fe:.3e} {J/(rs+fe):.3f} {n}")
        assert peak < last_peak
        last_peak, logs[T, f] = peak, lnJ
        margin = min(margin, lo - b.V(THICKNESS))
assert margin > 0 and margin < np.inf
print(f"smallest window margin above film-end potential: {margin:.3f} eV")
inv = 1 / (KB * 300) - 1 / (KB * 400)
act = [(logs[400, f] - logs[300, f]) / inv for f in fields]
print("activation energy 300-400 K, eV: " + " ".join(f"{a:.3f}" for a in act))

# ---- effects left out, at 300 K ----
kT = KB * 300
print(f"rough inputs: spread {SPREAD} eV, gap {GAP} eV, electrode depth {BAND_DEPTH} eV")
print(f"  mobility {MOBILITY} cm2/Vs, band states {STATES:.0e} cm^-3")
for f in (1.0, 3.0):
    b = Barrier(f / 10)
    J = np.exp(logs[300, f])
    _, gp, lo, hi = find_window(b, kT, 12.0)
    W = np.linspace(lo, hi, 101)
    supply = np.exp(log_softplus(-W / kT) - gp)
    wave = trapezoid(supply * schroedinger_transmission(b, W), W)
    wave /= trapezoid(supply * np.exp(-softplus(b.action(W))), W)
    assert 0.1 < wave < 10
    _, gp, lo, hi = find_window(b, kT, 40.0)
    W = np.linspace(lo, hi, 2001)
    ls = log_softplus(-W / kT) - gp
    franz = trapezoid(np.exp(ls - softplus(two_band_action(b, W, GAP))), W)
    franz /= trapezoid(np.exp(ls - softplus(b.action(W))), W)
    t, w = np.polynomial.hermite.hermgauss(20)
    rough = sum(wi * np.exp(emission(
        Barrier(f / 10, phi=PHI + np.sqrt(2) * SPREAD * ti), kT)[0])
        for ti, wi in zip(t, w)) / np.sqrt(np.pi) / J
    static = np.exp(emission(Barrier(f / 10, eps=EPS_STATIC), kT)[0]) / J
    sheet = 0.1 * sc.epsilon_0 * EPS_STATIC * f * 1e8 / sc.e * 1e-4
    charged = np.exp(emission(Barrier(0.09 * f), kT)[0]) / J
    bulk = sc.e * MOBILITY * STATES * f * 1e6
    depth = 2 * b.D + kT * np.log(bulk / J)
    print(f"{f:.0f} MV/cm, factors on J: electrode reflection {wave:.3f}, "
          f"two-band {franz:.3f}")
    print(f"  barrier spread {rough:.3f}, static image permittivity {static:.3f}")
    print(f"  trapped {sheet:.2e} cm^-2 cuts field 10%: factor {charged:.3f}")
    print(f"  Poole-Frenkel bottleneck for traps deeper than {depth:.3f} eV")
print(f"largest field / rough breakdown field {BREAKDOWN} MV/cm: "
      f"{max(fields)/BREAKDOWN:.2f}")
print(f"parabolic barrier, Kemble vs wave equation: {kemble_error:.1e}")
print(f"momentum sum vs supply integral: {supply_error:.1e}")
print(f"10 K, 0.1 MV/cm: ln(J/(A/cm2)) = {lnJ_x:.6f}, brute force {lnJ_brute:.6f}")
print(f"drop 4 window: worst missing/kept {worst_missing:.5f}, bound {bound:.5f}")
print(f"J/limit with sine factor: thermionic {lim_th:.4f}, field {lim_fe:.4f}")
print(f"unsafe/safe current at 0.5 MV/cm, 300 K: {naive_ratio:.1e}")
print("all tests passed")
```

Printed output:

```
barrier 1.5 eV, mass 0.5 m_e, film 30.0 nm
permittivity: optical 2.0, static 2.7
image constant Q = 0.1800 eV nm; kappa = 3.6226 /(nm sqrt(eV))
prefactor C0 = 8.0916e+09 A/(cm2 eV2)
at 3 MV/cm: x0 = 0.7746 nm, D = 0.4648 eV, A = 7.2142
  top 1.0352 eV, theta(0) = 25.5662
  slope at Fermi level 30.225 /eV, at top 18.287 /eV
  flat point: parameter q = 0.82611, W = 1.8031 eV
  1 - T above flat point = 2.31e-04
300 K: kT = 0.02585 eV, crossover 1.105 to 2.335 MV/cm
400 K: kT = 0.03447 eV, crossover 1.621 to 3.128 MV/cm
RS: Richardson-Schottky, FE: cold field law; energies from Fermi level
300 K: MV/cm, J A/cm2, peak eV, window eV, J/RS, J/FE, J/(RS+FE), n
 0.5 8.620e-16 1.307 [0.689,2.362] 1.637e+00 2.848e+54 1.637 512
 1.0 5.530e-14 1.187 [-0.050,2.274] 5.023e+00 1.925e+17 5.023 256
 1.5 4.886e-12 0.921 [-0.504,2.181] 4.306e+01 1.343e+06 43.062 256
 2.0 1.771e-09 0.417 [-0.832,2.037] 2.184e+03 1.210e+02 114.635 256
 3.0 2.487e-04 0.010 [-1.245,1.704] 1.132e+07 3.561e+00 3.561 256
 4.0 3.215e-01 -0.020 [-1.602,1.516] 9.072e+08 1.866e+00 1.866 512
 5.0 2.897e+01 -0.039 [-1.937,1.401] 7.053e+09 1.442e+00 1.442 512
400 K: MV/cm, J A/cm2, peak eV, window eV, J/RS, J/FE, J/(RS+FE), n
 0.5 3.886e-10 1.315 [0.748,2.712] 1.304e+00 1.284e+60 1.304 512
 1.0 6.541e-09 1.214 [0.133,2.632] 2.245e+00 2.277e+22 2.245 512
 1.5 8.704e-08 1.108 [-0.346,2.561] 5.193e+00 2.393e+10 5.193 256
 2.0 1.366e-06 0.928 [-0.703,2.486] 1.864e+01 9.328e+04 18.638 256
 3.0 1.279e-03 0.147 [-1.227,2.258] 1.470e+03 1.831e+01 18.088 256
 4.0 6.111e-01 0.014 [-1.594,2.022] 8.727e+04 3.546e+00 3.546 256
 5.0 4.164e+01 -0.018 [-1.932,1.873] 9.466e+05 2.072e+00 2.072 256
smallest window margin above film-end potential: 0.695 eV
activation energy 300-400 K, eV: 1.346 1.208 1.012 0.687 0.169 0.066 0.038
rough inputs: spread 0.1 eV, gap 8.0 eV, electrode depth 8.0 eV
  mobility 0.1 cm2/Vs, band states 1e+19 cm^-3
1 MV/cm, factors on J: electrode reflection 0.418, two-band 1.030
  barrier spread 1774.687, static image permittivity 0.302
  trapped 1.49e+11 cm^-2 cuts field 10%: factor 0.442
  Poole-Frenkel bottleneck for traps deeper than 1.636 eV
3 MV/cm, factors on J: electrode reflection 0.969, two-band 3.006
  barrier spread 55.839, static image permittivity 0.394
  trapped 4.48e+11 cm^-2 cuts field 10%: factor 0.049
  Poole-Frenkel bottleneck for traps deeper than 1.482 eV
largest field / rough breakdown field 6.0 MV/cm: 0.83
parabolic barrier, Kemble vs wave equation: 2.0e-05
momentum sum vs supply integral: 8.9e-15
10 K, 0.1 MV/cm: ln(J/(A/cm2)) = -871.044363, brute force -871.044363
drop 4 window: worst missing/kept 0.01296, bound 0.01866
J/limit with sine factor: thermionic 0.9946, field 0.9946
unsafe/safe current at 0.5 MV/cm, 300 K: 2.4e-09
all tests passed
```
